# Electroless Plating: Cathodic Curve Reconstruction and a Test of Reductant Independence

## A bath with two Tafel lines

Take an electroless bath in which a metal is deposited with current density $i_M$ while a reductant of concentration $c$ is oxidised with current density $i_R$. Both are counted positive. Let both follow Tafel laws,

$$i_M=k_M e^{\gamma L-b_cE},\qquad i_R=k_R e^{pL+b_aE},\qquad L=\ln(c/c_r),$$

where $c_r$ is a reference concentration, $p$ the reaction order of the reductant and $b_a,b_c>0$. The exponent $\gamma$ describes any influence of the reductant on the metal reaction at fixed potential. If the reductant leaves cathodic kinetics unchanged, $\gamma=0$.

With no external current, $i_M=i_R$. Taking logarithms and collecting $E$ gives the mixed potential,

$$E_m=\frac{\ln(k_M/k_R)-(p-\gamma)L}{b_a+b_c}.$$

For $\gamma=0$ and $p>0$, more reductant moves $E_m$ to more negative values, and the plating rate moves up the fixed line $\ln i_M=\ln k_M-b_cE$. Plotting rate against mixed potential then draws the cathodic partial curve.

For $\gamma\neq0$, solve the last equation for $L$, insert it into $\ln i_M$ and differentiate:

$$\frac{d\ln i_M}{dE_m}=-b_c-\gamma\,\frac{b_a+b_c}{p-\gamma}
=-\frac{p\,b_c+\gamma b_a}{p-\gamma}.$$

The plot is still a perfect straight line, with the wrong slope. Let $f=F/RT$, $b_a=b_c=0.5f$, $p=1$ and $\gamma=0.2$. The apparent transfer coefficient is $(0.5+0.1)/0.8=0.75$ instead of $0.5$. Straightness is no evidence that the reductant is inert towards the metal reaction.

Two limits show the range of behaviour. If the reductant is limited by its own transport, $b_a=0$, and the apparent slope becomes $p\,b_c/(p-\gamma)$; the same $\gamma$ now gives $0.5/0.8=0.625$. If $\gamma\to p$, the mixed potential stops moving while the rate still changes, and the plot becomes vertical. For $\gamma>p>0$, and also for $\gamma<-p\,b_c/b_a$, the plotted rate rises with $E$, which a single falling metal curve cannot do. Free-plating data can thus expose such gross cases, but not a moderate $\gamma$.

## Why free plating cannot supply the test

Suppose a bath with $\gamma=0$ has slope $b_c$. Look for a rival bath with $\gamma=g$ and slope $b'$ that gives the same plot. Equating apparent slopes,

$$\frac{p\,b'+g b_a}{p-g}=b_c
\quad\Rightarrow\quad b'=b_c-\frac{g(b_a+b_c)}{p}.$$

The rival prefactor is chosen so that the two metal laws agree at the free point for $c=c_r$. Since the reductant law is unchanged, all free points then coincide.

For $k_M=0.1$ and $k_R=3.2$ mA/cm², and a temperature of 60 °C ($f=34.83$ V⁻¹), the reference point lies at $-\ln(32)/34.83=-99.5$ mV. With $g=0.2$ the rival has transfer coefficient $0.3$ and prefactor $0.1\,e^{0.2\ln 32}=0.2$ mA/cm². No steady free-plating potential or rate, at any $c$, separates it from the original.

An imposed cathodic current $i_{ext}$ does. The balance becomes $i_M=i_R+i_{ext}$. For the original bath the product $i_Mi_R$ is independent of $E$, because $b_a=b_c$. At $c/c_r=1/4$,

$$i_M(i_M-i_{ext})=0.1\times3.2/4=0.08\ \text{(mA/cm²)}^2.$$

With $i_{ext}=0.6$ mA/cm² the positive root is $0.3+\sqrt{0.09+0.08}=0.712$ mA/cm², at $-112.7$ mV. The rival settles at $0.668$ mA/cm² and $-141.9$ mV. The 29 mV difference is easily measured.

The ambiguity does not depend on Tafel laws. Let $i_M(E)$ be any metal curve, and let $c_m(E)$ be the inverse of the measured function $E_m(c)$, assumed monotone. Define

$$i_M^*(E,c)=i_M(E)\,[c/c_m(E)]^g.$$

At $E=E_m(c)$ the bracket is one, so the charge balance holds at the same potential and rate for every $g$. For moderate positive $g$ the rival also remains a falling function of $E$: its logarithmic slope is $d\ln i_M/dE-g\,d\ln c_m/dE$, and the second term merely makes it less steep when $g$ is small enough. Choosing among these baths requires a second way to move $E$ at fixed $c$.

## The general statement

Let $i_M(E,c)$ now be the net metal current density, deposition minus dissolution. Temperature, stirring and metal-ion concentration are held fixed, as is the reference electrode against which $E$ is measured. The charge balance is

$$i_M+i_{side}=i_R+i_{ext},$$

where $i_{side}$ collects other reductions, such as hydrogen evolution. A deposit of mass $m$, area $A$ and plating time $t$ gives

$$i_M=\frac{nFm}{MAt},$$

with $M$ the molar mass and $n$ the electrons per metal ion. This step uses neither $i_R$ nor $i_{side}$. Side reactions move the mixed potential, but the measured pair $(E,i_M)$ stays on the metal curve provided that they do not alter the metal reaction. For an alloy deposit, $m$ must be the mass of the metal alone.

Along the free points, the chain rule gives

$$\frac{d\ln i_M}{dE_m}=\left.\frac{\partial\ln i_M}{\partial E}\right|_c+\frac{\gamma}{dE_m/d\ln c},
\qquad \gamma=\left.\frac{\partial\ln i_M}{\partial\ln c}\right|_E .$$

The free points trace the cathodic curve, over the interval swept by $E_m$, when $\gamma=0$ there. The quantity tested is the total response at fixed $E$. If metal-ion transport has limiting current $i_L$ and back-reaction is negligible, $1/i_M=1/i_k+1/i_L$, with $i_k$ the kinetic current. Differentiation gives $\gamma=\gamma_k(1-i_M/i_L)$. Near the transport plateau a real kinetic influence therefore becomes invisible.

## The regression

Over a limited potential range, represent the metal curve by a quadratic in a scaled potential:

$$\ln i_M=a_0+a_1x+a_2x^2+\gamma L,\qquad x=(E-E_0)/w.$$

Here $i_M$ is in mA/cm². The model assumes that the influence of $c$ is a power law common to all potentials in the range.

An error $\delta m$ changes the left side by $\delta m/m$. An error $\delta E$ changes the predicted value by $s\,\delta E$, with $s=d\ln i_M/dE$. For independent errors, with the symbols now denoting standard errors, the variance of the residual is

$$\sigma^2=(\delta m/m)^2+(s\,\delta E)^2 .$$

Divide each row by its $\sigma$. Let $z$ be the vector of weighted logarithms, $B$ the matrix of weighted columns $1,x,x^2$, and $\ell$ the weighted column $L$. The model is $z=B\eta+\gamma\ell+\varepsilon$, where $\varepsilon$ has unit variance. To isolate $\gamma$, remove everything that the curve can explain with the projector

$$Q=I-B(B^TB)^{-1}B^T,\qquad QB=0.$$

Then $Qz=\gamma Q\ell+Q\varepsilon$. Minimising $|Qz-\gamma Q\ell|^2$ and using $Q^TQ=Q$ gives

$$\hat\gamma=\frac{\ell^TQz}{\ell^TQ\ell},\qquad
\mathrm{Var}(\hat\gamma)=\frac{1}{\ell^TQ\ell}.$$

The variance follows because $\hat\gamma-\gamma=\ell^TQ\varepsilon/(\ell^TQ\ell)$ and the numerator has variance $\ell^TQ\ell$. The denominator measures how much of $\ln c$ is not a quadratic function of potential. In free plating of a Tafel bath with exactly known potentials, $L$ is linear in $E$, so $Q\ell=0$ and the variance diverges. Noise in $E$ hides this divergence without adding information. Imposed currents make $Q\ell$ nonzero.

If the absolute errors are uncertain, multiply the variance by $r=|z-\hat z|^2/(N-4)$, where $\hat z$ is the fit and $N$ the number of runs. The standard error is $u=\sqrt{r/(\ell^TQ\ell)}$, and $\hat\gamma/u$ is compared with Student's distribution with $N-4$ degrees of freedom. This is approximate here, since potential errors also enter the regressors.

Failure to detect a change does not establish its absence. Choose a margin $\Delta$ beforehand and claim equivalence if the whole interval $\hat\gamma\pm t_{0.95}u$ lies inside $(-\Delta,\Delta)$. This is a 90 % interval: at a true value on either edge, the false claim has a nominal probability of at most 5 %, because it needs an error in one direction. The bound assumes an unbiased estimate; a bias towards zero raises the probability. With $\Delta=0.05$ and an eightfold range of $c$, the tolerated change in rate at fixed potential is $8^{0.05}-1=11\%$.

## Pseudocode and cost

```
input: runs (c, i_ext, E, m); errors dm, dE; margin D
for each run:
    i = n*F*m/(M*A*t);  y = ln(i)
s = slope of a straight-line fit of y against E
for each run:
    sigma = sqrt((dm/m)^2 + (s*dE)^2)
    x = (E-E0)/w;  L = ln(c/c_r)
    row = [1, x, x^2, L]/sigma;  z = y/sigma
solve least squares for a0, a1, a2, gamma
r = sum(residual^2)/(N-4)
u = sqrt(r * covariance[gamma,gamma])
h = t_quantile(0.95, N-4)*u
if |gamma|/u > t_quantile(0.975, N-4): report a detected change
if |gamma| + h < D:
    report equivalence within D
    refit without L; return exp(a0+a1*x+a2*x^2)
else: report equivalence not shown; return no curve
```

The two reports can both appear: an effect may be detectable and still smaller than the margin. For $q$ parameters the fit costs of order $Nq^2+q^3$ operations, which is negligible here. Eighteen runs of 20 minutes take six hours of plating.

Scaling the potential keeps the columns comparable in size. A QR factorisation is preferable to explicit normal equations when $Q\ell$ is small, since forming $A^TA$, with $A$ the weighted matrix, squares the condition number. No factorisation repairs a design in which $\ln c$ is almost a quadratic function of potential. Runs at different concentrations but similar potentials avoid this.

## A synthetic tin bath

The data imitate deposition of tin from a complexed Sn(II) bath with Ti(III) as reductant at 60 °C. Potentials are measured from the reversible tin potential of the bath. The generator is richer than the fitted law. Its tin current is

$$i_M=i_0\left(\frac{c}{c_r}\right)^\gamma\left[\frac{c_s}{c_0}e^{-\alpha fE}-e^{(2-\alpha)fE}\right],\qquad c_s=c_{Sn}-\frac{i_M}{2\lambda},$$

with $i_0=0.1$ mA/cm², $\alpha=0.5$, $c_0=80$ mM and $c_r=40$ mM. The surface concentration $c_s$ follows from diffusion through a 50 µm layer with diffusion coefficient $10^{-5}$ cm²/s. The constant $\lambda$ is the one-electron limiting current per unit concentration, so the tin limit is $2\lambda c_0=30.9$ mA/cm².

Oxidation of Ti(III) obeys $i_R=a c_{3,s}-b c_{4,s}$. Here $c_3$ and $c_4$ are the bulk Ti(III) and Ti(IV) concentrations, $a=(k_R/c_r)e^{0.5fE}$, $b=a\,e^{-f(E-E_{Ti})}$, $k_R=3.2$ mA/cm² and $E_{Ti}=-250$ mV. Inserting $c_{3,s}=c_3-i_R/\lambda$ and $c_{4,s}=c_4+i_R/\lambda$ and collecting $i_R$ gives

$$i_R=\frac{a c_3-b c_4}{1+(a+b)/\lambda}.$$

Hydrogen evolution adds $0.005\,e^{-0.5fE}$ mA/cm². Each run integrates the consumption of both reactants in 500 cm³ of bath, for a 20 cm² part. Normally distributed errors of 0.05 mg and 1 mV are then added.

One noisy data set, with $\gamma=0$, gives these values of $E$ (mV) and $i_M$ (mA/cm²):

| $c$ (mM) | $i_{ext}=0$ | $i_{ext}=0.6$ mA/cm² |
|---|---|---|
| 10 | −54.7; 0.245 | −111.2; 0.668 |
| 25 | −82.2; 0.412 | −120.9; 0.784 |
| 40 | −97.0; 0.524 | −126.8; 0.888 |
| 60 | −108.4; 0.642 | −133.9; 0.992 |
| 80 | −116.4; 0.746 | −139.7; 1.086 |

Runs at 15 mM and at $i_{ext}=0.3$ mA/cm² complete the set of 18; the numerical output lists them. For the free run at 40 mM, the mass is 7.73 mg and

$$i_M=\frac{2\times96485\times0.00773}{118.71\times20\times1200}=5.24\times10^{-4}\ \text{A/cm²}.$$

A comparison by hand shows where the information comes from. The polarised 10 mM run and the free 60 mM run lie only 2.8 mV apart. Moving the latter to $-111.2$ mV with slope magnitude 17.3 V⁻¹ (from the refit below, $0.8659/0.05$) gives $0.642\,e^{0.048}=0.674$ mA/cm², against 0.668. Hence $\gamma\approx\ln(0.674/0.668)/\ln6=0.005$. A 1 mV error alone changes either logarithm by 0.017, so this pair is compatible with zero.

The full fit gives $\hat\gamma=0.0064$ with standard error 0.0056 and 14 degrees of freedom. Its 90 % interval, $-0.0035$ to $0.0163$, lies inside the margin. The upper end corresponds to a 3.4 % change in rate over the eightfold concentration range. The standard error expected from the known noise is larger, 0.0083; this data set happened to scatter less than average. Even the larger value leaves the interval inside $\pm0.05$.

Refitting with $\gamma=0$, $E_0=-100$ mV and $w=50$ mV yields

$$\ln i_M=-0.5847-0.8659x-0.0398x^2.$$

At $-100$ mV this gives $0.557$ mA/cm², against $0.560$ from the generator's fresh-bath tin curve. The largest error relative to that curve is 2.1 % between $-139$ and $-55$ mV. The apparent transfer coefficient at $-100$ mV is $0.8659/(0.05\times34.83)=0.497$, against a true local value of $0.493$. The latter differs from $\alpha=0.5$ for two reasons: transport multiplies $\alpha$ by about $1-0.56/30.9$, giving 0.491, and back-reaction adds about $2e^{2fE}=0.002$.

## Behaviour of the decision

Removing the noise separates model error from statistical error. The fitted $\gamma$ is then 0.0002 for a true zero, so the choice of a quadratic hardly biases $\hat\gamma$ over this range. The points deviate from the fresh-bath curve by at most 0.17 %. That size agrees with depletion: the fastest run removes 0.34 % of the tin, half of it on average over the run.

For 18 runs without imposed current, three at each concentration, the variance formula gives a standard error of 6.2 for $\gamma$ when it is evaluated at the noise-free potentials with the weights $1/\sigma$ unchanged. The design with imposed currents has 0.0083. The finite value for free plating reflects small departures from Tafel behaviour combined with the choice of a quadratic; a freer curve leaves even less information.

With real potentials the free-only fit is misleading. Noise in $E$ makes $Q\ell$ nonzero, so the calculated standard error becomes small. Since $L$ is known accurately, it follows the true potential better than the measured $E$ does, and the fit assigns the slope of the curve to $L$. In the free runs $E$ falls by about 30 mV per unit of $\ln c$, so $\hat\gamma$ comes out near $17.3\times0.030\approx0.5$ even when the true value is zero. The fit must not be applied to free runs alone, however small its reported error.

When the generator has $\gamma=0.2$, the free points alone suggest a transfer coefficient of 0.73. At 25 mM the slope formula shows why:

$$-17.38+\frac{0.1974}{-0.02441}=-25.47\ \text{V}^{-1}.$$

This agrees with the slope obtained by solving the charge balance at neighbouring concentrations. The full design recovers $\hat\gamma=0.195$ without noise. Most of the shortfall from 0.2 is the transport factor derived above.

Repeated noise, 3000 data sets for each true value, gives:

| True $\gamma$ | Change detected | Equivalence claimed |
|---|---|---|
| 0 | 6.1 % | 100.0 % |
| 0.02 | 67.8 % | 97.1 % |
| 0.05 | 100.0 % | 4.9 % |

The false-alarm rate slightly exceeds the nominal 5 %, and the mean estimate at true zero is 0.0012. Noise in $E$ accounts for an offset of this size. It flattens the fitted curve, and because $E$ falls as $c$ rises, the missing slope is partly assigned to a positive $\gamma$. Within one concentration the potentials spread by about 16 mV (root mean square), so 1 mV of noise lowers the slope magnitude by a fraction of about $(1/16)^2=0.4$ %, or 0.07 V⁻¹. The mean potential falls by about 21 mV per unit of $\ln c$, which gives a shift of order $0.07\times0.021\approx0.001$. An offset of this size raises the false-alarm rate by only about 0.4 percentage points: with 40 000 data sets the rate is 5.3 %. The rest of the excess in the table is counting error, whose standard deviation is 0.4 percentage points for 3000 data sets.

The offset matters more at the edges of the margin. At $\gamma=+0.05$ it cancels the transport factor, which lowers the noise-free estimate to 0.049, and the false claim stays near 5 %. At $\gamma=-0.05$ both effects pull the estimate towards zero. The mean estimate is then $-0.047$, and equivalence is claimed in about 9 % of data sets.

## Systematic errors and failure modes

Errors correlated with $c$ are more dangerous than random ones. Each shift below is for the noise-free data with the other conditions held fixed.

- **Ohmic drop.** A 0.2 cm gap in a solution of conductivity 0.1 S/cm adds 1.2 mV at 0.6 mA/cm² and shifts $\hat\gamma$ by $+0.011$. At a given potential the dilute baths carry more imposed current, so their readings are displaced further in the negative direction and they appear too slow.
- **Temperature drift.** An activation energy of 50 kJ/mol, a rough value, gives 5.4 % per kelvin. A rise of 0.5 K from the lowest to the highest $c$ shifts $\hat\gamma$ by $0.027/\ln8=0.013$.
- **Reference drift.** A 1 mV change in junction potential across the series, in the positive direction with rising $c$, shifts it by 0.008.

Added with the same sign, these shifts total 0.032. Added to the upper limit of 0.016 found above, they almost exhaust the margin. Correction for ohmic drop, a common thermostat and a randomised order of runs matter more here than a finer balance.

Two other effects behave differently. An oxygen-reduction current of 0.108 mA/cm², the transport limit for a rough 0.14 mM of dissolved oxygen, shifts $\hat\gamma$ by 0.0002. It moves the potential along the same metal curve. Hydrogen takes 4.8 % of the Ti(III) current in the free 40 mM run and is likewise excluded by weighing.

Roughening is harder to notice. If true area grows by 10 % per µm, its mean over a run exceeds the initial area by 5 % per µm of final thickness. The excess depends on thickness, hence on rate, and the fitted function of $E$ absorbs it: for a true $\gamma=0$ the shift of $\hat\gamma$ is zero to four decimals, while a nonzero $\gamma$ is inflated by about 3.5 % of its value ($+0.007$ at $\gamma=0.2$). The curve itself is then too high, by about 2.7 % for the 0.53 µm deposit at 40 mM. A passed test does not certify the area.

The scheme also fails if imposed current changes the surface in a way that free plating does not. A counter electrode that oxidises Ti(III) in the same compartment consumes at most 3 % of the reductant in the 10 mM bath, which hardly affects $\hat\gamma$ here. The loss grows with longer runs or smaller baths, and a separate compartment avoids it. A response that rises and then falls with $c$ can average to a small fitted $\gamma$; residuals should therefore be inspected against $c$.

## Relation to real tin baths

The free rates in the example run from 0.7 to 2.3 µm/h, since 1 µm/h of tin corresponds to 0.330 mA/cm². Rates of order 1 µm/h and reductant concentrations of tens of mM are rough typical values for this kind of bath. The kinetic constants are model choices, not measurements of a particular formulation. The assumption most open to doubt is independence itself: titanium ions can compete with Sn(II) for complexant, and so change the tin reaction as $c$ is varied. If that competition amounted to $\gamma=0.2$, the free-plating curve in this model would give a transfer coefficient of 0.73 for a reaction whose value is 0.5. Whether a given bath does so has to be measured, with potentials referred to an electrode that the titanium does not affect.

## Numbers as computed

```
Temperature 333.15 K; F/RT 34.833 1/V
Sn(II) 80 mM; area 20 cm2; bath 500 cm3; time 1200 s
Tin i0 0.10 mA/cm2, alpha 0.50; H2 at E=0 0.005 mA/cm2
Ti(III) oxidation at E=0, 40 mM: 3.2 mA/cm2, beta 0.50
Ti couple potential -250 mV from tin
Diffusion coefficient 1e-05 cm2/s; layer 50 um
Limiting currents: Sn 30.9, Ti at 10 mM 1.93 mA/cm2
Errors: mass 0.05 mg, potential 1.0 mV
1 um/h of tin = 0.3296 mA/cm2
Noisy data: c (mM) | E (mV), i_M (mA/cm2) at i_ext 0, 0.3, 0.6 mA/cm2
 10 | -54.7, 0.245 | -85.8, 0.436 | -111.2, 0.668
 15 | -67.7, 0.313 | -93.3, 0.490 | -115.6, 0.718
 25 | -82.2, 0.412 | -101.1, 0.583 | -120.9, 0.784
 40 | -97.0, 0.524 | -111.8, 0.690 | -126.8, 0.888
 60 | -108.4, 0.642 | -122.5, 0.806 | -133.9, 0.992
 80 | -116.4, 0.746 | -129.7, 0.910 | -139.7, 1.086
Mass, 40 mM free run: 7.73 mg; thickness 0.530 um
Hydrogen share of Ti(III) current, 40 mM free: 4.8 %
Largest offset of noise-free points from curve: 0.17 %
Locus slope, gamma 0.2, 25 mM: solved -25.469, formula -25.469 1/V
  parts: dln i/dE -17.381 1/V, gamma 0.1974, dE/dln c -24.41 mV
Tafel apparent alpha, gamma 0.2: solved 0.7500, formula 0.7500
Full bath, gamma 0.2: apparent alpha from free runs 0.731
Rival Tafel bath: gamma 0.2, alpha 0.30, k 0.2000 mA/cm2
10 mM, i_ext 0.6: null -112.7 mV, 0.712 mA/cm2
10 mM, i_ext 0.6: rival -141.9 mV, 0.668 mA/cm2
Std error of gamma, 18 runs: free only 6.20, with i_ext 0.0083
Noise-free fitted gamma: true 0 0.0002; true 0.2 0.1952
Noisy set: gamma 0.0064, std error 0.0056, t 1.13, dof 14
90 % interval of gamma: -0.0035 to 0.0163; margin 0.05
Refit, gamma=0: a0 -0.5847, a1 -0.8659, a2 -0.0398; x=(E+100 mV)/50 mV
Curve at -70 mV: recovered 0.3267, true 0.3322 mA/cm2
Curve at -100 mV: recovered 0.5573, true 0.5598 mA/cm2
Curve at -130 mV: recovered 0.9236, true 0.9331 mA/cm2
Largest curve error 2.11 % over -139.2 to -54.7 mV
Apparent alpha at -100 mV: recovered 0.4972, true 0.4928
Monte Carlo, 3000 sets: true gamma | mean, spread | reject %, equivalent %
0.00 | 0.0012, 0.0083 | 6.1, 100.0
0.02 | 0.0210, 0.0079 | 67.8, 97.1
0.05 | 0.0502, 0.0078 | 100.0, 4.9
Gamma shift, ohmic drop 1.2 mV at i_ext 0.6: +0.0111
Gamma shift, 0.5 K drift with c (5.4 %/K): +0.0130
Gamma shift, 1 mV junction drift with c: +0.0082
Gamma shift, oxygen current 0.108 mA/cm2: +0.0002
Gamma shift, area growth 10 % per um: +0.0000
```
